# When to stop filling a surface with randomly placed adsorbates

In atomic layer deposition a precursor molecule binds to the surface while still carrying some of its ligands. These shade the neighbouring sites, and a later molecule that lands too close cannot bind. Where this shading, and not a shortage of reactive sites, limits the uptake, a long dose ends in steric saturation: bare surface remains, but no gap is wide enough for another molecule. An electronic-structure calculation of such a layer needs a starting slab with adsorbates in that state. A structure builder that places them at random asks for a minimum separation and a rule for stopping. The stopping rule is the setting treated here. It may be a limit on the number of attempts, or it may be a subdivision of the uncovered area that continues until nothing is left. The two rules sample the same physical process, but they end with different knowledge of the result.

## The model behind the setting

Each adsorbate is a hard disk of diameter $s$. Centres arrive one after another, uniformly over a periodic square of side $L$, with $L$ several times $s$. An arrival sticks permanently if its centre is at least $s$ from every earlier centre; otherwise it leaves. There is no diffusion, no desorption and no lattice of sites. This is random sequential adsorption.

Time is counted by the exposure $\tau$, the mean number of arrivals per area $s^2$. Arrivals form a Poisson process, so a region of area $a$ is hit at the rate $a/s^2$ per unit $\tau$. A run of $M$ attempts corresponds to

$$\tau=\frac{M s^2}{L^2}.$$

With $N$ disks the coverage is $\theta=N\pi s^2/(4L^2)$.

Around each centre $c_i$ lies an exclusion disk of radius $s$, not $s/2$, because it restricts the centre of the newcomer. The allowed set is

$$A=\{x:\ |x-c_i|\ge s\ \text{for all } i\},$$

with distances taken to the nearest periodic image. The layer is jammed when $A$ is empty. Let $R_{\max}$ be the largest distance from any point of the surface to its nearest centre. Then the layer is jammed if and only if $R_{\max}<s$. This number can be found from the centres alone, as the largest circumradius in their periodic Delaunay triangulation.

## What subdivision does

The surface is divided into equal square cells, and a cell is discarded once it is known to contain no allowed point. Take a cell with midpoint $m$ and side $b$. Along $x$, its farthest point from $c_i$ is $|m_x-c_{i,x}|+b/2$ away, and likewise along $y$. The farthest corner combines both, so the whole cell lies inside exclusion disk $i$ if

$$\left(|m_x-c_{i,x}|+\tfrac b2\right)^2+\left(|m_y-c_{i,y}|+\tfrac b2\right)^2<s^2 .$$

Cells that pass this test for some $i$ are dropped. The others are live, and their union $U$ contains $A$. A live cell need not contain allowed area: two disks may cover it jointly while neither covers it alone. Subdivision resolves such cases.

One round with $n$ live cells consists of $n$ trials. Each trial picks a live cell with equal probability and a uniform point within it, and is accepted if the point is allowed at that moment. Afterwards every live cell is cut into four and the test is repeated. The run ends when the list is empty. Since $A\subseteq U$, an empty list proves jamming.

**The statistics are unchanged.** The trial point is uniform in $U$, because the cells are equal in size. (With unequal cells, the choice would have to be weighted by area.) Conditioned on acceptance it is uniform in $A$, as in plain insertion. For the times, let successive trials be separated by exponential intervals of mean $s^2/|U|$, where $|U|$ is the live area. The rate of accepted trials is then

$$\frac{|U|}{s^2}\cdot\frac{|A|}{|U|}=\frac{|A|}{s^2},$$

which is the rate at which plain arrivals hit $A$. The omitted arrivals fall in discarded cells, where all would have been rejected, then and later, since $A$ can only shrink. Positions and adsorption times therefore have the same joint distribution as in plain insertion.

## Why the list becomes empty

Suppose first that the layer is already jammed. Take any live cell of diagonal $d$ and any point in it. Some centre lies within $R_{\max}$ of that point, so the whole cell lies within $R_{\max}+d$ of that centre. If $d<s-R_{\max}$, the cell is inside one exclusion disk and is discarded. With initial diagonal $d_0$, the list is therefore empty at the latest at the first level $l$ satisfying

$$\frac{d_0}{2^{l}}<s-R_{\max},$$

or at the next discard step if the run has already gone deeper.

Suppose next that $A$ has positive area. A live cell is not inside any exclusion disk, so it has a point at least $s$ from any given centre, and all its points are at least $s-\sqrt2\,b$ from that centre. The live cells thus lie in a set that shrinks to $A$ as $b\to0$. The fraction of trials that succeed tends to one while $A$ stays unchanged, and a hit follows with probability one. Each hit adds a disk, and disks that do not overlap satisfy $N\pi s^2/4\le L^2$, so there are finitely many hits.

There remains the case of an $A$ that is nonempty but has zero area. A point of $A$ on no exclusion circle has allowed surroundings. On one circle, the outer side is allowed. Two crossing circles leave an allowed wedge, and two circles that touch from outside leave allowed area beside the contact. Zero area thus needs at least three circles through one point. The last of their centres would have had to land at distance exactly $s$ from an existing crossing point, that is, on one of finitely many curves. This has probability zero. Subdivision therefore terminates with probability one.

In floating-point arithmetic the discard test should demand slightly less than $s^2$ on its right-hand side, so that rounding cannot discard an open cell. The price is that a near-coincidence finer than this margin would keep the list alive. A cap on the level should then report failure, not jamming.

## What a limit on attempts leaves open

Plain insertion also jams a finite surface at some finite time with probability one, since every hole of positive area is eventually hit. Two things are wrong with relying on this: the method does not notice when it has happened, and the mean waiting time is infinite. The reason is the geometry of small holes.

**Area of a hole.** Consider three centres whose triangle has acute angles $A_1,A_2,A_3$ and circumradius $s+h$, with $0<h\ll s$. Seen from the circumcentre, each exclusion circle begins at distance $h$. To leading order its edge is a straight line, so the hole is a triangle with an inscribed circle of radius $h$. The directions to two of the centres differ by the central angle $2A_1$. The corner between the corresponding lines is therefore at a distance $h\tan A_1$ from each of the two points where they touch the inscribed circle. This corner contributes two right triangles of area $\tfrac12h\cdot h\tan A_1$. Adding the three corners gives

$$a\simeq h^2(\tan A_1+\tan A_2+\tan A_3).$$

Because $A_1+A_2=\pi-A_3$, the addition formula reads

$$\frac{\tan A_1+\tan A_2}{1-\tan A_1\tan A_2}=-\tan A_3 .$$

Multiplying out, $\tan A_1+\tan A_2+\tan A_3=\tan A_1\tan A_2\tan A_3$. Hence

$$a\simeq g\,h^2,\qquad g=\tan A_1\tan A_2\tan A_3 .$$

The true edges curve away from the hole, by $x^2/(2s)$ at distance $x$ from the touching point. Each corner has two edge segments of length $h\tan A_i$, so the added area is

$$2\sum_i\int_0^{h\tan A_i}\frac{x^2}{2s}\,dx=\frac{h^3}{3s}\sum_i\tan^3A_i ,$$

a relative correction of order $h/s$. For angles of 50°, 60° and 70°, integrating the hole in polar coordinates gives 1.0171 times the leading formula at $h=0.01\,s$ and 1.0016 times at $h=0.001\,s$. The excess falls tenfold with $h$, as it should. The expansion fails when an angle approaches 90°, where the hole becomes long.

**The late deficit.** The value of $h$ depends smoothly on where the last of the three centres landed, and that centre had a continuous distribution. Small holes should therefore have a finite, nonzero density $\rho_0$ per unit $h$ and per area $s^2$ as $h\to0$. This is a leading-order argument, not a proof for every history. A hole of area $a$ is still empty at exposure $\tau$ with probability $e^{-a\tau/s^2}$, and a small hole takes one disk. The number of missing disks per $s^2$ is then, for fixed angles,

$$\int_0^\infty\rho_0\,e^{-g h^2\tau/s^2}\,dh=\frac{\rho_0 s}{2}\sqrt{\frac{\pi}{g\,\tau}} ,$$

by the half-range Gaussian integral. Averaging over angles changes the prefactor but not the power. On an infinite surface, or in the mean over many finite ones, the coverage approaches its limit as $\tau^{-1/2}$.

**The jamming time.** On one finite surface, the probability that the jamming exposure $T$ exceeds a large $\tau$ is approximately the expected number of disks still missing, so $P(T>\tau)\propto\tau^{-1/2}$. The mean, $\int_0^\infty P(T>\tau)\,d\tau$, diverges.

**A limit on consecutive failures** does not repair this. A given hole of area $a$ escapes $K$ attempts with probability $(1-a/L^2)^K\le e^{-Ka/L^2}$. Failures argue against holes much larger than $L^2/K$, but say little about smaller ones.

## What subdivision costs

In a round with $n$ live cells of side $b$, a hole of area $a$ is missed with probability

$$\left(1-\frac{a}{n b^2}\right)^n\le e^{-a/b^2}.$$

Each further level multiplies $a/b^2$ by four, so a hole rarely survives long after $b$ has fallen below $\sqrt a\sim h$. It needs about $\log_2(s/h)$ levels. The depth bound gives the same logarithm for a spot that is covered by a margin $h=s-R_{\max}$. Since the probability of a hole or margin smaller than $h$ is proportional to $h$, the probability of needing more than $l$ levels falls as $2^{-l}$, and the mean depth is finite.

The number of live cells at late levels likewise scales as $N2^{-l}$, because it counts the spots with $|h|\lesssim b$. Summed over levels, the trials grow in proportion to $N$. Meanwhile a round advances the exposure by $n\cdot s^2/(nb^2)=s^2/b^2$ on average, four times more at each level. The work falls while the simulated dose grows.

## One run, level by level

A run with $L=20\,s$ began with 841 cells. Each row describes the start of a round.

| Level | Live cells | Live area / $L^2$ | Disks |
|---:|---:|---:|---:|
| 0 | 841 | 1 | 0 |
| 1 | 795 | 0.236 | 186 |
| 2 | 475 | 0.0353 | 229 |
| 4 | 120 | $5.6\times10^{-4}$ | 266 |
| 6 | 56 | $1.6\times10^{-5}$ | 276 |
| 7 | 23 | $1.7\times10^{-6}$ | 279 |
| 8 | 1 | $1.8\times10^{-8}$ | 281 |

The list was empty at level 9, with 281 disks after 2636 trials. At level 8 one cell was live, its trial failed, and its four quarters were then discarded. The layer had therefore been jammed already when that round began; the round supplied the proof. Plain insertion would have needed about $1/(1.8\times10^{-8})\approx6\times10^7$ arrivals to place one in that cell.

The Delaunay triangulation of the final centres gives $R_{\max}=0.999458\,s$, a margin of $5.4\times10^{-4}\,s$. Since $841=29^2$, the initial diagonal is $d_0=20\sqrt2\,s/29\approx0.98\,s$. The bound requires $2^l>0.98/(5.4\times10^{-4})\approx1800$, hence $l=11$. It is an upper limit, and the run finished two levels earlier.

If 20 disks are removed from this layer, subdivision without new insertions no longer empties the list. The live area is $5.957\,s^2$ at level 6 and $5.778\,s^2$ at level 7. Its excess comes from cells along the edges of the holes and is proportional to $b$, so it halves at each level. Extrapolation gives $2(5.778)-5.957\approx5.60\,s^2$. Counting the allowed points of a fine regular grid gives $5.59\,s^2$.

## Coverage and exposure

Thirty runs with $L=40\,s$ placed 33439 disks, about 1115 per run, and gave a jamming coverage of

$$\theta_J=0.5471\pm0.0006,$$

where the uncertainty is the standard error of the mean. The recorded adsorption times show how much an exposure limit would have missed:

| $\tau$ | Missing fraction $f$ | $f\sqrt\tau$ |
|---:|---:|---:|
| 100 | 0.0503 | 0.50 |
| 1000 | 0.0169 | 0.53 |
| 10000 | 0.0048 | 0.48 |

The exponent between the first and last rows is $-0.51$. The last row rests on about 160 disks, so its counting error is about 8%, and the variation in the third column is not significant. A working rule for this model is

$$f\approx\frac{0.5}{\sqrt\tau}\qquad(\tau\gtrsim100).$$

Twenty runs of plain insertion with $L=20\,s$ reached a coverage of $0.4977\pm0.0014$ at $\tau=30$ and $0.5213\pm0.0013$ at $\tau=120$; the subdivision runs had $0.4984\pm0.0010$ and $0.5217\pm0.0009$ at the same exposures. None of the plain runs was jammed at $\tau=120$. If the deficit is $C\tau^{-1/2}$, quadrupling $\tau$ halves it, and $2\theta(120)-\theta(30)$ estimates $\theta_J$. Plain insertion gives 0.545 in this way. So do the subdivision runs, whose own final coverage is 0.547. At these exposures the leading law is thus good to a few thousandths in coverage, which is also the size of the sampling error of the extrapolation.

The rule also predicts when a single surface jams. If the late holes fill independently, $P(T>\tau)=1-e^{-Nf}$, and the median satisfies $Nf=\ln2$:

$$\tau_{\rm med}\approx\left(\frac{0.5\,N}{\ln 2}\right)^2 .$$

For $N=1115$ this is $6.5\times10^5$, or $1.0\times10^9$ arrivals on $1600\,s^2$. The runs gave a median of $1.2\times10^9$. Subdivision used 9657 trials on average, about 9 per disk. Since $N\propto L^2$, the median number of plain arrivals grows as $L^6$, while the number of subdivision trials grows as $L^2$.

Slabs for electronic-structure work are small, so 800 runs with $L=6\,s$, or about 25 disks, are closer to practice. The median jamming exposure was 334, against 330 from the formula. The sampling error of this median is about 10%, so the closeness of the two numbers is partly luck. The tail exponent, estimated from the latest quarter of the runs as the inverse mean logarithm of $T$ over its upper quartile, was 0.49. The largest exposure was $1.9\times10^{11}$. That is extreme even for this law. Since $Nf=\ln2$ at the median and $P(T>\tau)\approx Nf$ in the tail, the probability per run is $\ln2\,\sqrt{334/(1.9\times10^{11})}\approx2.9\times10^{-5}$, which makes such a value a 2% event among 800 runs. Subdivision reached it at a final level no deeper than 19; the mean final level was 6. Level 8 was reached by 18.0% of the runs and level 10 by 4.5%, the expected factor of four for two levels.

For a layer in physical units, take round model values: $s=0.50$ nm and $k=1000$ reactive arrivals per nm² and second. The saturation density is

$$\frac{4\theta_J}{\pi s^2}=\frac{4(0.5471)}{\pi(0.50\ \text{nm})^2}\approx2.79\ \text{nm}^{-2}.$$

The exposure at which 98% of the final disks were in place was $\tau\approx660$, and for 99% it was about 2600, the latter with a counting error of about 11%. With $t=\tau/(ks^2)=\tau/(250\ \text{s}^{-1})$ these take about 2.6 s and 10 s. Halving the remaining deficit costs about 3.9 times the exposure, close to the factor of 4 in the leading law. In this model a layer that looks saturated may still be short by a percent or two. These times should not be read as real dose times. The holes still open at exposure $\tau$ have $h\lesssim s/\sqrt{g\tau}$; with $g\approx5.7$, the value for the angles used above, this is about 0.008 nm at $\tau=660$. That is no larger than the thermal vibration of surface atoms and far below the spacing of binding sites, so on a real surface the slow tail is cut off or altered long before these exposures. It describes a builder that places rigid disks on a continuous plane.

## Choosing the setting

**For a saturated layer, use subdivision** and accept the structure when the list is empty. If the builder offers only an attempt limit, compute $R_{\max}$ afterwards. The layer is jammed if $R_{\max}<s$; otherwise the corresponding circumcentre is an allowed position for the next adsorbate.

**For a layer after a finite dose, stop at the exposure.** A jammed layer would be too full. Subdivision can still be used if the clock is kept and disks later than the chosen $\tau$ are removed; nothing that came earlier depends on them.

**If an attempt limit must serve,** choose it from the tolerated deficit: $\tau\approx0.25/f^2$ and $M=\tau L^2/s^2$. The constant is rounded and enters squared, so allow about 20% more exposure for deficits between 1% and 5%. For smaller deficits the constant is less well known, and a wider allowance is prudent. In a small cell, compare $Nf$ with one. At $Nf=0.1$ about one slab in ten still lacks an adsorbate.

**Generate several slabs.** With some 25 adsorbates, one molecule more or less changes the coverage by 4%, and a single random layer does not represent the mean.

**If molecules bind to discrete sites,** the problem changes. If the sites are identical, every open site is hit at the same rate $r$ per unit exposure, so there are no arbitrarily small holes that wait arbitrarily long. An isolated open site survives with probability $e^{-r\tau}$, the deficit decays exponentially once $\tau$ exceeds about $1/r$, and the mean jamming time is finite. If the sites are much closer together than $s$, then $1/r$ is large and the approach is slow, as on the continuous plane, until that exposure is reached. A list of open sites certifies saturation without subdivision.

**The certificate concerns the hard-disk model.** It holds for the chosen $s$ and the centres as placed. Relaxing the slab moves the adsorbates and can open a gap, so $R_{\max}$ should be computed again afterwards. Mobile adsorbates can collect scattered free area into new gaps and may pack more densely. Whether a molecule really binds in a gap slightly wider or narrower than $s$ is a question of energies, which the electronic-structure calculation has to answer.
